# Copper's Belly Radius from Quantum-Well States in Cu(001) Films: a program that tests the result

```python
# Result under test: if quantum-well states of a Cu(001) film cross the Fermi
# level every p layers at zero in-plane wave vector, and the levels rise as
# layers are added, then x = k_F/k_X = 1 - 1/p, with k_X = 2 pi/a = pi/d.
# a: cubic lattice constant, d = a/2: layer spacing, N: number of layers.
# Lengths in nm, energies in eV, wave vectors in 1/nm.
# The film model is one-dimensional: a cosine potential and surface steps.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigvalsh_tridiagonal

kinetic = const.hbar**2 / (2 * const.m_e * const.e) * 1e18  # eV nm^2
period = 5.9
a = 0.361
d = a / 2
k_X = np.pi / d
x_high = 1 - 1 / period
x_low = 1 / period

# Zone boundary along [001] from the Bragg planes of the fcc lattice
cell = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
recip = 2 * np.pi * np.linalg.inv(cell).T
bragg = []
for m in itertools.product(range(-3, 4), repeat=3):
    G = np.array(m) @ recip
    if G[2] > 1e-6:
        bragg.append(G @ G / (2 * G[2]))
assert abs(min(bragg) - k_X) < 1e-8 * k_X

# Which ratios show the given period when only integer N are sampled?
samples = 590
layers = np.arange(samples)
matches = []
for j in range(1, samples):
    signal = np.cos(2 * np.pi * j / samples * layers)
    peak = np.argmax(np.abs(np.fft.rfft(signal)))
    if abs(peak / samples - 1 / period) < 1e-9:
        matches.append(j / samples)
assert len(matches) == 2
assert np.allclose(matches, [x_low, x_high], atol=1e-9)

# Bulk band of the model from plane waves
half_gap = 3.0


def bulk_bands(x):
    g = np.arange(-5, 6)
    H = np.diag(kinetic * (x * k_X + 2 * k_X * g)**2)
    H -= half_gap * (np.eye(11, k=1) + np.eye(11, k=-1))
    return np.linalg.eigvalsh(H)


# Film levels on a real-space grid, for each integer thickness
N_max = 45
points = 48
step = d / points
pad = int(round(0.6 / step))


def film_levels(N, left, right):
    z = (np.arange(N * points) + 0.5) * step
    inside = -2 * half_gap * np.cos(2 * np.pi * z / d)
    V = np.concatenate([np.full(pad, left), inside, np.full(pad, right)])
    hop = kinetic / step**2
    return eigvalsh_tridiagonal(V + 2 * hop, np.full(len(V) - 1, -hop),
                                select='i', select_range=(0, N - 1))


barrier, high_barrier = 11.5, 20.0
film = {N: film_levels(N, barrier, barrier) for N in range(1, N_max + 1)}
film_b = {N: film_levels(N, high_barrier, barrier)
          for N in range(1, N_max + 1)}


def crossings(levels, E_F, from_top):
    """Thicknesses (N >= 8) at which branches cross E_F, with their labels."""
    found = []
    for s in range(0, 14):
        Ns = np.arange(s + 1, N_max + 1)
        E = np.array([levels[N][N - 1 - s if from_top else s] for N in Ns])
        for root in CubicSpline(Ns, E - E_F).roots(extrapolate=False):
            if 8 <= root <= N_max:
                found.append((s, float(root)))
    return found


def mean_spacing(found):
    pos = np.array([r for _, r in found])
    assert len(pos) >= 3
    return (pos[-1] - pos[0]) / (len(pos) - 1)


def level_motion(levels, E_F):
    """Shift of the level nearest E_F to its nearest successor at N + 1."""
    out = []
    for N in range(12, N_max):
        E = levels[N][np.argmin(np.abs(levels[N] - E_F))]
        nxt = levels[N + 1]
        out.append(nxt[np.argmin(np.abs(nxt - E))] - E)
    return np.array(out)


# Recover the bulk wave vector from the spacing of film crossings
recovered = []
for x in (0.75, x_high, 0.88):
    p_film = mean_spacing(crossings(film, bulk_bands(x)[0], True))
    recovered.append((x, p_film, 1 - 1 / p_film))
    assert abs(1 - 1 / p_film - x) < 1e-3  # grid error of a few meV

E_F = bulk_bands(x_high)[0]
E_low = bulk_bands(x_low)[0]
main = crossings(film, E_F, True)
other = crossings(film_b, E_F, True)
p_main, p_other = mean_spacing(main), mean_spacing(other)
shift = (other[0][1] - main[0][1] + period / 2) % period - period / 2
assert abs(p_other - p_main) < 0.02
assert abs(shift) > 0.2

# The low ratio shows the same period but the opposite motion of levels
p_low = mean_spacing(crossings(film, E_low, False))
assert abs(p_low - period) < 0.03
up, down = level_motion(film, E_F), level_motion(film, E_low)
assert np.all(up > 0) and np.all(down < 0)

# Electron count: allowed wave vectors of a finite periodic fcc crystal
x_sphere = (3 / (2 * np.pi))**(1 / 3)
L = 40
q = np.arange(-L, L + 1)
q2 = q[:, None, None]**2 + q[None, :, None]**2 + q[None, None, :]**2


def electrons_per_atom(x):
    return 2 * np.count_nonzero(q2 <= (x * L)**2) / (4 * L**3)


assert abs(electrons_per_atom(x_sphere) - 1) < 0.01
n_low, n_high = electrons_per_atom(x_low), electrons_per_atom(x_high)
assert n_low < 0.05

# Sizes of neglected effects
dp = 0.1
dx_read = dp / period**2
dx_direct = ((1 - 1 / (period + dp)) - (1 - 1 / (period - dp))) / 2
assert abs(dx_read - dx_direct) < 1e-5
slope = (bulk_bands(x_high + 1e-4)[0] - bulk_bands(x_high - 1e-4)[0]) / 2e-4
dE = 0.1
dx_energy = dE / slope
x_shifted = x_high + dx_energy
assert abs(bulk_bands(x_shifted)[0] - E_F - dE) < 0.01
T, N_T = 300.0, 20
kT = const.k * T / const.e
X = 2 * np.pi**2 * kT * N_T / slope
damping = X / np.sinh(X)
numeric = quad(lambda u: np.cos(2 * np.pi * N_T * kT * u / slope)
               / (4 * np.cosh(u / 2)**2), -40, 40, limit=200)[0]
assert abs(damping - numeric) < 1e-6
k_par = 0.5
k_F = x_high * k_X
dx_tilt = (k_F - np.sqrt(k_F**2 - k_par**2)) / k_X
strain = 0.02
k_F_strained = x_high * np.pi / (d * (1 - strain))

print(f"period p = {period:.1f} layers")
print(f"lattice constant a (rough) = {a:.3f} nm")
print(f"layer spacing d = {d:.4f} nm")
print(f"Gamma-X distance = {k_X:.2f} 1/nm")
print(f"period as a length = {period * d:.3f} nm")
print(f"1/p = {x_low:.4f}")
print(f"k_F/k_X = 1 - 1/p = {x_high:.4f} = {100 * x_high:.1f} percent")
print(f"k_F along [001] = {k_F:.2f} 1/nm")
print(f"half Fermi wavelength = {np.pi / k_F:.4f} nm")
print(f"half Fermi wavelength = {1 / x_high:.3f} layers")
print("ratios allowed by integer sampling:",
      ", ".join(f"{v:.4f}" for v in matches))
print(f"one-electron sphere: k/k_X = {x_sphere:.4f}")
print(f"bulge over that sphere = {100 * (x_high / x_sphere - 1):.1f} percent")
print(f"sphere at low ratio: {n_low:.4f} electrons/atom")
print(f"sphere at high ratio: {n_high:.3f} electrons/atom")
print(f"model gap parameter 2V = {2 * half_gap:.1f} eV")
print(f"model gap at X = {bulk_bands(1)[1] - bulk_bands(1)[0]:.2f} eV")
print(f"model E_F above mean potential = {E_F:.3f} eV")
print(f"model band edge at X above E_F = {bulk_bands(1)[0] - E_F:.2f} eV")
print(f"surface step above mean potential = {barrier:.1f} eV")
print(f"surface step above E_F = {barrier - E_F:.2f} eV")
for x, p_film, x_film in recovered:
    print(f"bulk x {x:.4f}: film period {p_film:.3f} layers, x {x_film:.4f}")
print("film crossings at N =", ", ".join(f"{r:.2f}" for _, r in main))
s_b, N_b = main[1]
for N in range(int(N_b) - 1, int(N_b) + 3):
    print(f"one branch, N = {N}: E - E_F = {film[N][N - 1 - s_b] - E_F:+.3f} eV")
print(f"one surface step raised to {high_barrier:.1f} eV:")
print(f"  crossings shift by {shift:+.2f} layers")
print(f"  period = {p_other:.3f} layers")
print(f"low-ratio film period = {p_low:.3f} layers")
print(f"level shift per layer, high ratio: {up.min():+.3f} to {up.max():+.3f} eV")
print(f"level shift per layer, low ratio: {down.min():+.3f} to {down.max():+.3f} eV")
print(f"reading error {dp:.1f} layer: change of x = {dx_read:.4f}")
print(f"model slope dE/dx at E_F = {slope:.2f} eV")
print(f"energy error {dE:.1f} eV: change of x = {dx_energy:.4f}")
print(f"thermal energy at {T:.0f} K = {kT:.4f} eV")
print(f"thermal amplitude factor, {N_T} layers = {damping:.3f}")
print(f"in-plane k {k_par:.1f} 1/nm: change of x = {dx_tilt:.5f}")
print(f"spacing {100 * strain:.0f} percent smaller: k_F = {k_F_strained:.2f} 1/nm")
print("all assertions hold")
```

Output:

```
period p = 5.9 layers
lattice constant a (rough) = 0.361 nm
layer spacing d = 0.1805 nm
Gamma-X distance = 17.40 1/nm
period as a length = 1.065 nm
1/p = 0.1695
k_F/k_X = 1 - 1/p = 0.8305 = 83.1 percent
k_F along [001] = 14.45 1/nm
half Fermi wavelength = 0.2173 nm
half Fermi wavelength = 1.204 layers
ratios allowed by integer sampling: 0.1695, 0.8305
one-electron sphere: k/k_X = 0.7816
bulge over that sphere = 6.3 percent
sphere at low ratio: 0.0102 electrons/atom
sphere at high ratio: 1.199 electrons/atom
model gap parameter 2V = 6.0 eV
model gap at X = 5.99 eV
model E_F above mean potential = 6.840 eV
model band edge at X above E_F = 1.61 eV
surface step above mean potential = 11.5 eV
surface step above E_F = 4.66 eV
bulk x 0.7500: film period 4.002 layers, x 0.7501
bulk x 0.8305: film period 5.907 layers, x 0.8307
bulk x 0.8800: film period 8.352 layers, x 0.8803
film crossings at N = 13.78, 19.68, 25.59, 31.50, 37.40, 43.31
one branch, N = 18: E - E_F = -0.234 eV
one branch, N = 19: E - E_F = -0.090 eV
one branch, N = 20: E - E_F = +0.039 eV
one branch, N = 21: E - E_F = +0.155 eV
one surface step raised to 20.0 eV:
  crossings shift by -0.36 layers
  period = 5.907 layers
low-ratio film period = 5.895 layers
level shift per layer, high ratio: +0.054 to +0.222 eV
level shift per layer, low ratio: -0.049 to -0.013 eV
reading error 0.1 layer: change of x = 0.0029
model slope dE/dx at E_F = 14.47 eV
energy error 0.1 eV: change of x = 0.0069
thermal energy at 300 K = 0.0259 eV
thermal amplitude factor, 20 layers = 0.922
in-plane k 0.5 1/nm: change of x = 0.00050
spacing 2 percent smaller: k_F = 14.75 1/nm
all assertions hold
```
